\section*{Tracing misfit-temperature boundaries by pseudo-arclength continuation, Hessian tests and equal energies}

\section{A phase that appears twice}

A model ferroelectric film held at $0.05\%$ misfit strain changes phase four times on cooling. It polarizes in the plane at $507.0$ K, acquires an out-of-plane component at $460.1$ K, loses its in-plane component at $452.5$ K, and regains it at $396.3$ K. The phase with both components therefore occupies two separate temperature intervals. The cause is a boundary that turns back in misfit. A tracer that steps in misfit stops at that turn; one that steps along the curve passes it. Temperature is monotone along this particular boundary, so stepping in temperature would also pass; stepping along the curve needs no such prior knowledge.

Polarization is in C/m$^2$, energy density in GJ/m$^3$ and compliance in 1/GPa; atomic units are unnatural for a continuum film. All material parameters are round model values. Values not derived in the text are in the numerical output.

\section{Energy of the clamped film}

The film is a (001) layer of a cubic ferroelectric with in-plane strains $S_1=S_2=u$, shear $S_6=0$, and a stress-free top surface, $\sigma_3=\sigma_4=\sigma_5=0$. It is a single domain without depolarizing field or gradients. The theory is mean-field. Put
\[
X=P_1^2+P_2^2,\quad Y=P_3^2,\quad N=P_1^2P_2^2,\quad a=\alpha(T-T_0).
\]
With $P_1^4+P_2^4=X^2-2N$ and $P_1^6+P_2^6=X^3-3XN$, the stress-free energy is
\[
\begin{aligned}
G_0={}&a(X+Y)+a_{11}(X^2-2N+Y^2)\\
&+a_{12}(N+XY)+k(X^3-3XN+Y^3).
\end{aligned}
\]
Mixed sixth-order terms are set to zero.

The bulk Gibbs energy is $G_0-\frac12\sigma^{\rm T}s\sigma-\sigma^{\rm T}e$. Here $e$ is the electrostrictive strain: $e_1=Q_{11}P_1^2+Q_{12}(P_2^2+P_3^2)$, $e_2$ follows by exchanging 1 and 2, and $e_6=Q_{44}P_1P_2$. Since strain is fixed, the potential to minimize is the Legendre transform, obtained by adding $\sigma^{\rm T}\bar u$ with $\bar u=(u,u,0)$. Stationarity in stress gives $s\sigma=\bar u-e$, so the stress-dependent terms become
\[
-\tfrac12\sigma^{\rm T}s\sigma+\sigma^{\rm T}(\bar u-e)
=\tfrac12(\bar u-e)^{\rm T}s^{-1}(\bar u-e).
\]
The sum and difference of components 1 and 2 diagonalize $s$, with eigenvalues $s_\pm=s_{11}\pm s_{12}$. With $Q_\pm=Q_{11}\pm Q_{12}$ this energy is
\[
\begin{aligned}
&\frac{(2u-Q_+X-2Q_{12}Y)^2}{4s_+}
+\frac{Q_-^2(X^2-4N)}{4s_-}+\frac{Q_{44}^2N}{2s_{44}},
\end{aligned}
\]
because $(P_1^2-P_2^2)^2=X^2-4N$. Collecting every term in $N$ gives $-(K_a+3kX)N$, where
\[
K_a=2a_{11}-a_{12}+\frac{Q_-^2}{s_-}-\frac{Q_{44}^2}{2s_{44}}.
\]
If $K_a>0$ and $k>0$, the energy at fixed $X>0$ and $Y$ is lowest at the largest possible $N=X^2/4$, that is, $P_1^2=P_2^2$. Inserting this value and dropping the constant $u^2/s_+$ leaves
\begin{equation}
\begin{aligned}
G={}&AX+CY+B_1X^2+B_3Y^2+DXY\\
&+k(X^3/4+Y^3),
\end{aligned}
\label{G}
\end{equation}
\[
\begin{aligned}
A&=a-uQ_+/s_+,\qquad C=a-2uQ_{12}/s_+,\\
B_1&=\frac{a_{11}}2+\frac{a_{12}}4+\frac{Q_+^2}{4s_+}+\frac{Q_{44}^2}{8s_{44}},\\
B_3&=a_{11}+\frac{Q_{12}^2}{s_+},\qquad D=a_{12}+\frac{Q_{12}Q_+}{s_+}.
\end{aligned}
\]
The $Q_-^2$ terms have cancelled in $B_1$, since equal in-plane components produce no strain difference.

For the example, $B_1=0.1+0.4+0.245+0.045=0.79$, $B_3=0.2+0.18=0.38$ and $D=1.6-0.42=1.18$, with $k=1$ and $K_a=0.156$. Let $m=100u$ be the misfit in percent and $\tau=(T-T_0)/(100\,\mathrm K)$, with $T_0=500$ K. Then
\begin{equation}
A=0.1\tau-0.14m,\qquad C=0.1\tau+0.12m.
\label{AC}
\end{equation}
Tensile misfit lowers $A$ and favours in-plane polarization; compression lowers $C$.

\section{Phases, Hessians and the number of minima}

The phases are p ($X=Y=0$), c ($X=0$), aa ($Y=0$) and r (both nonzero). Their stationarity conditions are
\[
\begin{aligned}
\text{c: }&C+2B_3Y+3kY^2=0,\\
\text{aa: }&A+2B_1X+\tfrac34kX^2=0,\\
\text{r: }&A+2B_1X+DY+\tfrac34kX^2=0,\\
&C+2B_3Y+DX+3kY^2=0.
\end{aligned}
\]
The Hessian must be taken in $P_i$, not in their squares. Near c the terms quadratic in $P_1,P_2$ are $(A+DY)(P_1^2+P_2^2)$, so the soft curvature is $2(A+DY)$ and doubly degenerate. Near aa the out-of-plane curvature is $2(C+DX)$. For r, write $P_1=P_2=q/\sqrt2$ and $P_3=p$. Since $G_X=G_Y=0$, the Hessian in $(q,p)$ is
\[
4\begin{pmatrix}X G_{XX}&qpD\\ qpD&Y G_{YY}\end{pmatrix},
\]
which is positive when $G_{XX}G_{YY}>D^2$, with $G_{XX}=2B_1+\frac32kX$ and $G_{YY}=2B_3+6kY$. In-plane rotation costs a further curvature $2X(K_a+3kX)>0$.

Before equating energies one must know which minima can compete. At fixed $Y$, $G$ is convex in $X\ge0$ and has one minimum there; let $h(Y)$ be its value. While $X>0$, differentiating $G_X=0$ gives $X'=-D/M$ with $M=G_{XX}$. Hence
\begin{equation}
\begin{aligned}
h'&=C+2B_3Y+DX+3kY^2,\\
h''&=2B_3+6kY-D^2/M,\\
h'''&=6k-\tfrac32k(D/M)^3.
\end{aligned}
\label{h}
\end{equation}
The last line uses $M'=-\frac32kD/M$. Since $M\ge2B_1$, $h'''$ is positive if $D/(2B_1)<4^{1/3}$; here $0.747<1.587$. Once $A+DY\ge0$, $X$ stays at zero and $h''=2B_3+6kY$. At that change $h''$ jumps upward by $D^2/(2B_1)$. Thus $h'$ is strictly convex throughout and has at most two zeros, of which the larger alone can be a minimum. Including the end $Y=0$, at most two symmetry-distinct minima exist: one of \{p, aa\} and one of \{c, r\}. If p is a minimum, then $A,C\ge0$ and every term of \eqref{G} is nonnegative, so nothing lies below p. The first-order boundaries are therefore c/aa and r/aa. A scan of 400 random pairs $(m,T)$ tested the count and found no more than two minima.

\section{The continuation scheme}

A boundary is a set of $n$ equations $F(z)=0$ in $n+1$ unknowns, the last two being $m$ and $\tau$. The unit tangent $t$ solves $Jt=0$, $J=\partial F/\partial z$. From a point $z_0$ one predicts $z_0+\Delta s\,t$ and corrects by Newton's method on
\begin{equation}
F(z)=0,\qquad t\cdot(z-z_0)=\Delta s .
\label{arc}
\end{equation}
The Newton matrix is $J$ with the row $t^{\rm T}$ appended. If at $z_0$ it annihilates $v$, then $Jv=0$ makes $v$ parallel to $t$ when $J$ has rank $n$, and $t\cdot v=0$ makes $v=0$. It is therefore regular at any $z_0$ where $J$ has full row rank, folds included, and by continuity it stays regular during the correction if the step is short enough.

\begin{verbatim}
trace(F, z, step, tests, stop):
  t = null vector of J(z), oriented to cooling
  repeat until stop(z):
    znew = Newton on F = 0, t.(znew-z) = step
    tnew = null vector of J(znew), tnew.t > 0
    for each test g with a sign change:
      find s in [0,step] with g = 0,
        re-solving Newton at each trial s
      record the event
    z, t = znew, tnew

diagram:
  seed c/aa slightly below T0
  trace c/aa until A + D*Y = 0  -> end point
  from end point: trace c/r and r/aa
  trace r/aa until Y = 0 -> tricritical point
  from tricritical point: trace aa/r
  minimize in P1,P2,P3 on both sides of samples
\end{verbatim}

The c/r equations are c stationarity and $A+DY=0$; the continuous aa/r equations are aa stationarity and $C+DX=0$. The p/c and p/aa lines are $C=0$ for $m<0$ and $A=0$ for $m>0$. By \eqref{AC} their slopes are $-120$ and $+140$ K per percent, and they meet at $m=0$, $T=500$ K, the bicritical point, where the first-order c/aa line begins.

Polynomial equations allow complex-step derivatives: $\operatorname{Im}F(z+i\epsilon e_j)/\epsilon$ gives column $j$ without subtractive cancellation. A Newton iteration takes $n+1$ such evaluations and one dense solve of order $(n+1)^3$ operations. With at most five unknowns this is small; the four traced curves here have 14, 56, 44 and 14 points.

\section{The c/aa line and its end}

The equations are the two stationarity conditions and $G_{\rm aa}=G_{\rm c}$. They are singular at $m=\tau=0$, where both amplitudes vanish and the energy-difference row of $J$ is zero, so the trace starts nearby. At leading order $X=-A/(2B_1)$ and $Y=-C/(2B_3)$, with energies $-A^2/(4B_1)$ and $-C^2/(4B_3)$. Equality for $A,C<0$ gives $A=\rho C$, $\rho=\sqrt{B_1/B_3}=1.442$. From \eqref{AC},
\[
\frac{d\tau}{dm}=-\frac{0.14+0.12\rho}{0.1(\rho-1)}\approx-7.08,
\]
or $-708$ K per percent at the start. At 485 K the slope has steepened to $-785$ K per percent as the sixth-order terms grow.

No r phase intervenes near the start because $G_{XX}G_{YY}\to4B_1B_3<D^2$: a small-amplitude r state is a saddle. The c state loses stability on the coexistence line where $A+DY=0$. This critical end point lies at $m=0.0370\%$ and $T=471.2$ K, with $X_{\rm aa}=0.02132$ and $Y_{\rm c}=0.02884$. The trace itself passes through smoothly, so without the Hessian test it would continue along equal energies of aa and an unstable c.

\section{The continuous c/r line}

To find the order of the c-to-r transition, let $Y=Y_{\rm c}+y$ at zero soft curvature. To second order in $X$ and $y$,
\[
\Delta G=B_1X^2+DXy+(B_3+3kY_{\rm c})y^2.
\]
Minimization gives $y=-DX/[2(B_3+3kY_{\rm c})]$ and
\begin{equation}
\Delta G=b_{\rm c}X^2,\qquad
b_{\rm c}=B_1-\frac{D^2}{4(B_3+3kY_{\rm c})}.
\label{bc}
\end{equation}
Since $X=q^2$, $b_{\rm c}$ is a quartic coefficient in polarization. It is $0.044$ at the end point and $0.391$ at 300 K; numerical relaxation of the full film energy agreed within the 1\% tolerance of the test.

A positive $b_{\rm c}$ is local information. It vanishes at $Y=[D^2/(4B_1)-B_3]/(3k)=0.0202$, below the end-point value $0.0288$. At that zero, exchanging the roles of $X$ and $Y$ in \eqref{h} gives the third derivative of the relaxed energy in $X$ as $\frac32k-6k(D/G_{YY})^3$. Since $D/G_{YY}=2B_1/D=1.339$ there, this is about $-12.9$, and c is not even a local minimum. By continuity aa or r is already lower at slightly larger $Y$, where $b_{\rm c}>0$. The line must be ended by the energy comparison, not by the sign of $b_{\rm c}$.

The fold follows from subtracting the two boundary equations. With $A=-DY$ and $C=-2B_3Y-3kY^2$,
\begin{equation}
0.26m=C-A=(D-2B_3)Y-3kY^2 .
\label{fold}
\end{equation}
Its maximum is at $Y=(D-2B_3)/(6k)=0.42/6=0.070$, where $0.26m=0.0294-0.0147$ and $m=0.0565\%$. Then $C=-0.0532-0.0147=-0.0679$, so $0.1\tau=-0.0679-0.12(0.0565)=-0.0747$ and $T=425.3$ K.

The re-entrance has the same origin. At fixed misfit $dA=dC=da$, and c stationarity gives $dY=-da/(2B_3+6kY)$, so
\[
\frac{d(A+DY)}{da}=1-\frac{D}{2B_3+6kY}.
\]
For $Y<0.070$ this is negative: on cooling, $P_3$ grows fast enough for the repulsion $DXY$ to suppress the in-plane component. For $Y>0.070$ the sixth-order term has stiffened $P_3$, and the falling $A$ wins. At $m=0.05\%$, between the end point and the fold, cooling crosses c/r twice. Three-dimensional minimization in each of the five intervals gave p, aa, r, c, r.

At fixed $m$ the Newton matrix in $(Y,\tau)$ has determinant proportional to $2B_3+6kY-D$, which vanishes at the fold. Its smallest computed singular value there is $4\times10^{-18}$, zero at working precision; with the arclength row it is $0.18$. These values refer to the scaled variables $(Y,m,\tau)$.

\section{The r/aa line through merging minima}

The direct r/aa system has unknowns $(X_a,X_r,Y,m,\tau)$ and fails where r merges into aa. There every derivative of $G_r-G_a$ vanishes: those with respect to amplitudes by stationarity, those with respect to $m$ and $\tau$ because the states coincide. One row of $J$ is zero.

The merged state must be divided out. Write $X_r=X_a+\xi Y$. Subtracting aa stationarity from the $X$ equation of r leaves
\[
2B_1\xi Y+DY+\tfrac34k(2X_a\xi Y+\xi^2Y^2)=0 ,
\]
which can be divided by $Y$. Since the first derivative of the in-plane energy vanishes at $X_a$, its Taylor expansion, which ends at third order, gives
\[
\begin{aligned}
\frac{G_r-G_a}{Y}={}&C+D(X_a+\xi Y)+B_3Y+kY^2\\
&+(B_1+\tfrac34kX_a)\xi^2Y+\tfrac14k\xi^3Y^2=0.
\end{aligned}
\]
Subtracting the $Y$ equation of r removes $C$ and $D$; the remainder is again proportional to $Y$. The regular system is
\begin{align}
&A+2B_1X_a+\tfrac34kX_a^2=0,\label{r1}\\
&2B_1\xi+D+\tfrac34k(2X_a\xi+\xi^2Y)=0,\label{r2}\\
&C+2B_3Y+D(X_a+\xi Y)+3kY^2=0,\label{r3}\\
&-B_3-2kY+\xi^2(B_1+\tfrac34kX_a)+\tfrac14k\xi^3Y=0.\label{r4}
\end{align}
It starts at the critical end point with $\xi=-X_a/Y$, which makes $X_r=0$.

At $Y=0$, \eqref{r2} gives $\xi=-D/(2B_1+\frac32kX_a)$, and \eqref{r4} then gives
\[
X_t=\frac{D^2/(4B_3)-B_1}{3k/4}
=\frac{0.9161-0.7900}{0.75}=0.1681 .
\]
To check regularity there, use \eqref{r2} to eliminate $d\xi$ from the differential of \eqref{r4}:
\[
-\tfrac34k\xi^2\,dX_a-(2k+\tfrac12k\xi^3)\,dY=0 .
\]
The coefficient of $dX_a$ is nonzero, and \eqref{r1} and \eqref{r3} fix $dm,d\tau$ because $A$ and $C$ are independent functions of $m$ and $\tau$. Thus $J$ has full rank. The smallest singular value is $0.18$ for the divided system and $3\times10^{-18}$ for the direct one.

The relation also predicts how the jump closes. With $\xi=-0.644$, $dY/dX_a=-0.167$. At 300 K, $X_a=0.37615^2=0.1415$, so $Y\approx0.167(0.1681-0.1415)=0.0044$; the traced value is $0.06747^2=0.0046$. The jump in $P_3$ thus closes as the square root of the distance along the line.

The tricritical point is at $m=0.340\%$ and $T=260.9$ K. Expand the relaxed energy as $h(0)+h_1Y+h_2Y^2/2+h_3Y^3/6+\ldots$. Coexistence and stationarity require, to this order,
\[
h_1+\tfrac12h_2Y+\tfrac16h_3Y^2=0,\quad
h_1+h_2Y+\tfrac12h_3Y^2=0 .
\]
Subtraction gives $h_2=-2h_3Y/3$, and then $h_1=h_3Y^2/6$. The continuous line is $h_1=C+DX_a=0$. Because $h_1$ is quadratic in distance on the first-order line, the two lines are tangent. Both computed slopes are $-590.5$ K per percent. At the point itself $h_1=h_2=0$ and $h_3>0$, so the energy rises as $P_3^6$; the exponent measured between $P_3=0.05$ and $0.10$ is $6.00$.

Beyond it the transition is continuous because
\[
b_{\rm a}=\tfrac12h''(0)=B_3-\frac{D^2}{4(B_1+\frac34kX_a)}
\]
is positive for $X_a>X_t$. Here the local coefficient suffices: as shown after \eqref{h}, $h''$ increases with $Y$, so $h''>0$ for all $Y\ge0$ and no distant minimum can compete. At 225 K it is only $0.007$, so terms of higher order matter at small $P_3$.

\section{Slope and latent heat}

Along a first-order line $dG_{\rm aa}=dG_{\rm o}$, where o is the other phase. Stationarity removes the change of polarization, leaving
\begin{equation}
\frac{dT}{dm}=-\frac{\Delta(\partial G/\partial m)}{\Delta(\partial G/\partial T)}
=-\frac{-0.14\,\Delta X+0.12\,\Delta Y}{\alpha(\Delta X+\Delta Y)},
\label{cc}
\end{equation}
with $\Delta$ meaning o minus aa. At 485 K, $\Delta X=-0.10590^2=-0.01121$ and $\Delta Y=0.12490^2=0.01560$. The numerator is $0.00344$ and the denominator $4.39\times10^{-6}$, which reproduces $-785$ K per percent within rounding. This relation, evaluated from the unreduced film energy, tested the traced tangents at three points.

The entropy is $-\alpha(X+Y)$ up to a common term, so the heat released on cooling at fixed misfit is $T\alpha(\Delta X+\Delta Y)$. It is $2.1$ MJ/m$^3$ at 485 K, $3.5$ at the critical end point, $2.1$ at 400 K and $0.47$ at 300 K. It vanishes at both ends of the first-order line: at the bicritical point the amplitudes vanish, and at the tricritical point their difference does.

\section{When the scheme or the diagram changes}

If $0<D<2\sqrt{B_1B_3}$, with the other assumptions kept, then $D^2/M<2B_3$ and \eqref{h} gives $h''>0$ everywhere. There is then one minimum at each $(m,T)$ and all boundaries are continuous. Near $T_0$ an r wedge separates c from aa, bounded at leading order by $A=DC/(2B_3)$ and $C=DA/(2B_1)$. The equal-energy part of the scheme is then unnecessary.

If $K_a<0$, small in-plane polarization prefers $P_1$ or $P_2$ alone, and \eqref{G} omits the relevant states. Mixed sixth-order terms or a larger $D/(2B_1)$ can invalidate the two-minimum argument. Mixed terms also govern the re-entrance itself. Adding $a_{112}\sum_i P_i^4(P_j^2+P_l^2)$ adds $a_{112}Y^2$ to $A+DY$, and \eqref{fold} becomes $0.26m=(D-2B_3)Y-(3k-a_{112})Y^2$. The fold moves to $m=0.085\%$, $T=377$ K for $a_{112}=k$, and it does not exist for $a_{112}\ge3k$. The tracer still applies to suitably extended equations, but each equal-energy curve then needs a test against every further minimum.

Sign tests miss an even number of crossings within one step; shortening the step checks for this. Arclength depends on the scaling of the variables, and steps of $0.02$ and $0.05$ suit the units used here. Newton's method can also return a negative $Y$, which solves the algebra but is no polarization. One such point past $Y=0$ is useful for bracketing the tricritical point and must then be discarded.

Finally, local equations cannot certify equilibrium. Minimization over all three components from four starts, displaced by $0.01\%$ misfit to either side of six boundary points, returned the expected phases. Domain mixtures, which can lower the energy of a real film, lie outside this comparison. A real film also does not cool at fixed misfit, because film and substrate expand differently. The re-entrant window between end point and fold is only $0.020\%$ wide. If the misfit rises by $5\times10^{-6}$ per kelvin on cooling, the window shrinks to $0.004\%$. It closes near $9\times10^{-6}$ per kelvin, the slope of the c/r line at the end point. A drift of the opposite sign widens it.

\section*{Values computed for the example and the checks}
\begin{verbatim}
T0 = 500 K; alpha = 0.0010 GJ m/(C^2 K)
bulk a11, a12 = 0.20, 1.60 GJ m^5/C^4
sixth-order k = 1.00 GJ m^9/C^6
s11, s12, s44 = 0.008, -0.003, 0.010 1/GPa
Q11, Q12, Q44 = 0.10, -0.03, 0.06 m^4/C^2
A, C change per percent misfit = -0.140, 0.120 GJ m/C^2
B1, B3, D = 0.7900, 0.3800, 1.1800 GJ m^5/C^4
2a11*-a12* = 0.1564 GJ m^5/C^4
D^2-4 B1 B3 = 0.1916 (GJ m^5/C^4)^2
D/(2 B1) = 0.7468; bound = 1.5874 (no unit)
largest number of distinct minima in scan = 2
p/c, p/aa slopes = -120.0, 140.0 K per percent
bicritical point: misfit 0.0000 percent, T 500.00 K
critical end point: misfit 0.03699 percent, T 471.150 K
  X_aa, Y_c = 0.021321, 0.028837 C^2/m^4
  |P| in aa, c = 0.14602, 0.16982 C/m^2
  latent heat = 3.5414 MJ/m^3
tricritical point: misfit 0.34005 percent, T 260.871 K
  X_aa = 0.168070 C^2/m^4; |P| = 0.40996 C/m^2
  xi = -0.64407 (no unit)
  first-order, continuous slopes = -590.476, -590.476 K per percent
  relaxed energy exponent in P3 = 5.9997 (no unit)
c/r fold: misfit 0.05654 percent, T 425.315 K
  Y = 0.070000 C^2/m^4; P3 = 0.26458 C/m^2
smallest singular values in the program's scaled variables:
  merged minima: plain 3.0e-18, divided 0.1792
  fold: fixed misfit 4.2e-18, arclength 0.1838
first-order samples: T in K, misfit in percent, P in C/m^2
  c/aa: T 485.0, misfit 0.02011, aa |P| 0.10590
    other in-plane P 0.00000, P3 0.12490
    slope -784.99 K per percent; latent heat 2.1268 MJ/m^3
  r/aa: T 400.0, misfit 0.12698, aa |P| 0.26847
    other in-plane P 0.24414, P3 0.13319
    slope -735.12 K per percent; latent heat 2.1083 MJ/m^3
  r/aa: T 300.0, misfit 0.27550, aa |P| 0.37615
    other in-plane P 0.37214, P3 0.06747
    slope -622.96 K per percent; latent heat 0.4654 MJ/m^3
continuous samples: T in K, misfit in percent, P in C/m^2
  c/r: T 400.0, misfit 0.05152, P3 0.30143
  c/r: T 300.0, misfit -0.04559, P3 0.40507
  c/r: T 225.0, misfit -0.17649, P3 0.46056
  aa/r: T 225.0, misfit 0.40214, |P| 0.43836
c/r quartic at end point, 300 K = 0.04382, 0.39092 GJ m^5/C^4
aa/r quartic at 225 K = 0.00735 GJ m^5/C^4
cooling at 0.050 percent misfit: p -> aa -> r -> c -> r
  transition temperatures = 507.000, 460.140, 452.490, 396.310 K
traced points c/aa, c/r, r/aa, aa/r = 14, 56, 44, 14
\end{verbatim}
